# Reaching an Energy Threshold in One Flight Between Optical-Phonon Collisions

An electron moving along the electric force in a silicon junction at 0.4 MV/cm gains about 0.23 eV over one free path between collisions with optical phonons. To create an electron–hole pair by impact it needs more than 1 eV. One way to get there is a single flight much longer than the average. The question is how likely such a flight is, and how its probability depends on field, threshold and free path.

The quantity derived here is the probability \(P\) that an electron starting from rest gains the energy \(E_t\) before its first collision. It is not the probability that the electron ever reaches \(E_t\). An optical phonon removes only part of the energy, and an electron can also arrive after many collisions. The two probabilities are compared below.

**Survival along the path**

Let \(e>0\) be the elementary charge, \(F\) the magnitude of a uniform field, and \(E\) the kinetic energy measured from the band edge. Collisions are random: in a path element \(ds\) the electron collides with probability \(ds/\lambda(E)\), whatever happened earlier. The length \(\lambda(E)\) is the free path at energy \(E\).

Let \(S(s)\) be the probability of no collision up to path length \(s\). To survive to \(s+ds\), the electron must survive to \(s\) and then cross \(ds\) freely. These events are independent, so their probabilities multiply:
\[
S(s+ds)=S(s)\left[1-\frac{ds}{\lambda(E)}\right],\qquad
\frac{dS}{ds}=-\frac{S}{\lambda(E)}. \tag{1}
\]

The energy can replace the path length as the variable. In an isotropic band the velocity is parallel to the crystal momentum. The momentum starts at zero and grows along the force, so the flight is straight. The force does work at the rate \(dE/dt=eFv\), and \(ds=v\,dt\). Hence
\[
dE=eF\,ds. \tag{2}
\]
Dividing (1) by \(S\), inserting (2) and integrating from \(S=1\) at \(E=0\) gives
\[
P=\exp\left[-\frac{1}{eF}\int_0^{E_t}\frac{dE}{\lambda(E)}\right]. \tag{3}
\]

If \(\lambda\) does not depend on energy, the integral is \(E_t/\lambda\), and
\[
P=\exp\left(-\frac{E_t}{eF\lambda}\right). \tag{4}
\]
The electron must travel the distance \(E_t/(eF)\), and the exponent counts the free paths in that distance. The mass has dropped out: a heavier electron takes longer, but it covers the same distance.

Equation (4) also gives the energies at which first flights end. The probability of ending between \(E\) and \(E+dE\) is \(e^{-E/(eF\lambda)}dE/(eF\lambda)\), whose mean is \(eF\lambda\). This is the gain per free path quoted at the start. In the silicon example below, the true mean for an electron starting from rest is larger, because it cannot emit a phonon until it has gained enough energy.

The law needs a constant free path, and a constant free time does not suffice. Suppose that collisions occur at a fixed rate \(1/\tau\) and the band is parabolic with mass \(m\). The speed at threshold is \(\sqrt{2E_t/m}\) and the acceleration is \(eF/m\), so the flight lasts \(\sqrt{2mE_t}/(eF)\), and
\[
P_\tau=\exp\left(-\frac{\sqrt{2mE_t}}{eF\tau}\right). \tag{5}
\]
Doubling the threshold now multiplies \(\ln P\) by \(\sqrt2\), not by 2. The energy dependence of the scattering therefore has to be examined.

**The free path set by optical phonons**

Take phonons of a single energy \(w=\hbar\omega\), a matrix element independent of the momentum transfer, and a parabolic band. The golden rule then makes the scattering rate proportional to the density of final states. The states below energy \(E\) fill a sphere of radius \(k=\sqrt{2mE}/\hbar\), so their number grows as \(k^3\propto E^{3/2}\), and its derivative, the density of states, grows as \(\sqrt E\).

Emission leaves the electron at \(E-w\) and carries the factor \(N+1\). Absorption leaves it at \(E+w\) and carries the factor \(N\), where \(N=1/(e^{w/k_BT}-1)\) is the phonon occupation at lattice temperature \(T\). With a common constant \(C\), the rate is
\[
\Gamma(E)=C\left[(N+1)\sqrt{E-w}\;\theta(E-w)+N\sqrt{E+w}\right]. \tag{6}
\]
The step function \(\theta\) forbids emission by an electron with less than one phonon energy.

The chance of collision per unit length is the rate divided by the speed \(\sqrt{2E/m}\). Defining \(1/\lambda_0=C\sqrt{m/2}\), we obtain
\[
\frac1{\lambda(E)}=\frac1{\lambda_0}\left[(N+1)\sqrt{1-\frac wE}\;\theta(E-w)+N\sqrt{1+\frac wE}\right]. \tag{7}
\]
For \(E\gg w\) both roots tend to one. The density of final states and the speed then grow in the same way, and the free path becomes constant:
\[
\lambda=\frac{\lambda_0}{2N+1}=\lambda_0\tanh\frac{w}{2k_BT}. \tag{8}
\]
The second form follows from \(2N+1=(e^y+1)/(e^y-1)=\coth(y/2)\) with \(y=w/k_BT\). Thus \(\lambda_0\) is the high-energy free path at zero temperature.

**The full probability**

For \(E_t>w\), inserting (7) into (3) requires two integrals. In the emission integral put \(E=w\cosh^2u\). The root becomes \(\tanh u\), and \(dE=2w\cosh u\sinh u\,du\). With \(\cosh^2U=E_t/w\),
\[
\begin{aligned}
G_-&=\int_w^{E_t}\sqrt{1-\frac wE}\,dE
=\int_0^U2w\sinh^2u\,du\\
&=w(\sinh U\cosh U-U)\\
&=\sqrt{E_t(E_t-w)}-w\,\mathrm{arcosh}\sqrt{E_t/w}.
\end{aligned} \tag{9}
\]
The second line uses \(2\sinh^2u=\cosh2u-1\), and the third uses \(\sinh U=\sqrt{E_t/w-1}\).

In the absorption integral put \(E=w\sinh^2u\). The root is now \(\coth u\), and \(2\cosh^2u=\cosh2u+1\). With \(\sinh^2U=E_t/w\),
\[
\begin{aligned}
G_+&=\int_0^{E_t}\sqrt{1+\frac wE}\,dE
=\int_0^U2w\cosh^2u\,du\\
&=w(\sinh U\cosh U+U)\\
&=\sqrt{E_t(E_t+w)}+w\,\mathrm{arsinh}\sqrt{E_t/w}.
\end{aligned} \tag{10}
\]
The integrand diverges as \(E^{-1/2}\) at the band edge, because a slow electron spends a long time on each path element, but the integral is finite. The result is
\[
-\ln P=\frac{(N+1)G_-+N\,G_+}{eF\lambda_0}. \tag{11}
\]
If \(E_t<w\), the emission term is absent. At zero temperature \(P\) is then one, since no phonon can be emitted or absorbed.

For a large threshold, expand in \(r=w/E_t\). The square roots give
\[
\sqrt{E_t(E_t\mp w)}=E_t\mp\frac w2-\frac{w^2}{8E_t}+\dots \tag{12}
\]
Since \(\mathrm{arcosh}\,y=\ln(y+\sqrt{y^2-1})\), setting \(y=r^{-1/2}\) gives \(\ln[r^{-1/2}(1+\sqrt{1-r})]\). The inverse hyperbolic sine has \(1+r\) under the root instead. With \(1+\sqrt{1\mp r}=2(1\mp r/4+\dots)\), the two functions are
\[
\tfrac12\ln\frac{4E_t}{w}\mp\frac{w}{4E_t}+\dots, \tag{13}
\]
with the upper sign for arcosh. Inserting (12) and (13) into (9) and (10), the terms in \(w^2/E_t\) add to \(-\tfrac18+\tfrac14=\tfrac18\) in both cases:
\[
G_\mp=E_t\mp\frac w2\left[1+\ln\frac{4E_t}{w}\right]+\frac{w^2}{8E_t}+\dots \tag{14}
\]
In the sum (11) the even terms acquire the factor \(2N+1\), which turns \(\lambda_0\) into \(\lambda\). The odd terms acquire \((N+1)-N=1\) and keep \(\lambda_0\). Dropping the small last term,
\[
P\simeq\exp\left\{\nu\left[1+\ln\frac{4E_t}{w}\right]\right\}\exp\left(-\frac{E_t}{eF\lambda}\right),
\qquad \nu=\frac{w}{2eF\lambda_0}. \tag{15}
\]
The first factor grows as the power \(E_t^{\nu}\). Part of this factor comes from the start of the flight, where emission is forbidden or weak. Its continued growth comes from higher energies, where (7) gives \(1/\lambda(E)\simeq1/\lambda-w/(2\lambda_0E)\): the integral of the small last term is a logarithm. The slope of \(-\ln P\) with respect to \(E_t\) tends to \(1/(eF\lambda)\), so the exponential law gives the correct slope at large thresholds within this model. The ratio of (15) to (4) nevertheless keeps growing as \(E_t^{\nu}\).

The field dependence is simpler. At fixed threshold and temperature, (11) is exactly proportional to \(1/F\). A plot of \(\ln P\) against \(1/F\) is therefore a straight line through the origin, and its straightness does not reveal the prefactor.

**A high-field silicon example**

Take \(F=0.4\) MV/cm, which gives \(eF=0.04\) eV/nm, over a region of 100 nm. Let \(w=0.063\) eV, \(\lambda_0=7\) nm, \(T=300\) K and \(E_t=1.8\) eV. These are rough values for electrons in silicon. The threshold is an effective one, since ionization does not set in abruptly.

The phonon occupation is 0.0958, so (8) gives \(\lambda=7/(1+2\times0.0958)=5.87\) nm. The energy gained per free path is \(0.04\times5.87=0.235\) eV. The collision-free distance to threshold is \(1.8/0.04=45\) nm, and with a mass of 0.26 electron masses the flight takes 58 fs. Equation (4) gives
\[
P=\exp\left(-\frac{1.8}{0.235}\right)=e^{-7.66}=4.7\times10^{-4}. \tag{16}
\]

The energy dependence of the free path nearly doubles this. From (15), \(\nu=0.063/(2\times0.04\times7)=0.1125\), and the bracket is \(1+\ln(7.2/0.063)=5.74\). The prefactor is \(e^{0.646}=1.91\). The full expression (11) has the exponent 7.016 and gives \(9.0\times10^{-4}\), larger than (16) by a factor of 1.90. The local slope in \(E_t\) is already 0.985 of its limiting value. The simple law thus describes the change with threshold better than it describes the size of \(P\).

Halving the field to 0.2 MV/cm doubles the exponent and squares the probability: the full value falls to \(8.1\times10^{-7}\). Someone who fitted (4) to the full probabilities at different fields, with \(E_t=1.8\) eV held fixed, would find a perfect line and a free path of \(1.8/(0.04\times7.016)=6.4\) nm instead of 5.87 nm.

**Arrivals after collisions**

To compare first flights with all arrivals, 120,000 electrons were followed in three dimensions at each of two fields. Each started from rest, scattered with the rates (6), and left every collision in a random direction. It was followed until it reached 1.8 eV or had advanced 100 nm along the force.

At 0.4 MV/cm a fraction \(1.02\times10^{-3}\) reached 1.8 eV in the first flight. This is about 122 electrons, where (11) predicts 108 with a statistical spread of about 10. The fraction that reached 1.8 eV at all was 0.20, or 223 times the full first-flight probability.

The two fractions also depend differently on threshold. Between 1.2 and 1.8 eV the first-flight probability (11) falls by a factor of 12, while the fraction of all arrivals falls from 0.73 to 0.20, a factor of 3.6. At 0.6 MV/cm, 90 per cent of the electrons reach 1.8 eV somewhere in the region, against 0.9 per cent in the first flight. Equation (4) is therefore not a formula for the fraction of electrons that become hot enough.

A bound shows when a simple indirect route is suppressed. Keep \(\lambda\) constant and consider an electron that emits one phonon at an energy \(E_1>w\) and reaches \(E_t\) in its second flight. The first flight ends near \(E_1\) with probability \(e^{-E_1/(eF\lambda)}dE_1/(eF\lambda)\). The second must gain \(E_t-E_1+w\). Its path is at least this energy divided by \(eF\), because a curved path is longer than its advance along the force. In the product of the two survival factors \(E_1\) cancels, and integration from \(w\) to \(E_t\) gives
\[
\frac{P_1}{P}\le\frac{E_t-w}{eF\lambda}\,\exp\left(-\frac{w}{eF\lambda}\right), \tag{17}
\]
with \(P\) from (4). The prefactor counts the places where the collision can occur, and the exponential is the price of regaining one phonon energy.

If \(eF\lambda\) is sufficiently small compared with \(w\), the price is high and this route is suppressed. In the example \(eF\lambda\) is 3.7 times \(w\), the price is a factor of only 0.76, and the bound is 5.7. If the single collision absorbs a phonon instead, the second flight needs \(w\) less rather than \(w\) more, and the same argument gives at most \([E_t/(eF\lambda)]\,e^{w/(eF\lambda)}\), about 10. These bounds assume a constant free path, but they lie far below the factor of 223. With the rates (6), routes with one collision add only about 1.3 times the first-flight probability, and the median arrival follows about 24 collisions.

The bound (17) for emission falls to about one near \(eF\lambda=w/5\), where the exponent in (4) is already 143. For this threshold and phonon energy, and at fields no higher than in the example, (17) guarantees that direct flights outnumber those with one phonon emission only where both are negligible. It does not limit the route with one absorption.

This matters when a free path is extracted from data. If the total fraction 0.20 were inserted into (4) as though it were \(P\), the result would be \(\lambda=1.8/(0.04\times1.61)=28\) nm, nearly five times the path that was put in. Such a fitted length is not the distance between phonon collisions. It also depends on the length of the region, because a longer region lets more electrons reach the threshold.

**What a real silicon junction changes**

At a field of 0.4 MV/cm a silicon junction can break down by avalanche if the high-field region is wide enough; the 100 nm used here is too short for that at this field. The chosen phonon energy and free path are typical in rough size, but a real junction has a nonuniform field and a complicated band structure. The following changes are made one at a time, with the other settings held fixed. Unless stated otherwise, they are relative to the simple value (16).

The shape of the band changes the form of the law. If \(k^2\propto E(1+\alpha E)\), the density of states is proportional to \(k^2\,dk/dE\) and the speed to \(dE/dk\). Neglecting the phonon energy, their ratio gives
\[
\frac1{\lambda(E)}\propto k^2\left(\frac{dk}{dE}\right)^2
=\frac14\left(\frac{dk^2}{dE}\right)^2\propto(1+2\alpha E)^2. \tag{18}
\]
For \(\alpha=0.5\) per eV, with the free path fixed at 5.87 nm at half the threshold energy, \(P\) changes by a factor of 0.56 in this approximation, which neglects the phonon energy. The slope in \(E_t\) at threshold becomes 2.2 times the simple one. Both numbers depend strongly on where the path is fixed: at mid-range the longer paths below and the shorter paths above nearly cancel. Fixing 5.87 nm at 0.3 eV instead gives a factor of \(5\times10^{-5}\), and fixing it at the threshold gives a factor of 48. A single free path may then reproduce \(P\) near one threshold, but it cannot be carried safely to another.

Silicon's conduction valleys are also anisotropic. For a field along a cube axis, two of the six valleys have a mass of about 0.92 electron masses along the field, and four have about 0.19. At equal energy and equal scattering rate the free path varies as the inverse square root of this mass. Keeping the arithmetic mean of the six paths at 5.87 nm gives paths of 3.3 and 7.2 nm, and the average of \(P\) rises by a factor of 2.7. The factor depends on this choice: keeping the mean of \(1/\lambda\) fixed instead gives 3.7 and 8.2 nm and a factor of 6.0. The mass cancels from (4) at given \(\lambda\), but it can still enter through \(\lambda\).

Electrons do not start exactly at rest. An isotropic Maxwell distribution of starting velocities, with constant \(\lambda\), multiplies \(P\) by 0.82. The initial energy shortens the task, while sideways and backward starts lengthen the path; here the second effect is the larger. For electrons injected as a thermal flux in the direction of the force there are no backward starts, and the factor is close to one. Heating the lattice to 400 K at fixed \(\lambda_0\) shortens the free path to 5.1 nm and lowers the full probability (11) to 0.29 of its value at 300 K. The exponential turns a 14 per cent change of path into a factor of more than three.

Two further estimates concern the basis of the model. The collision rate at threshold, multiplied by \(\hbar\), is 0.17 eV, or 2.7 phonon energies. The same product already equals one phonon energy near 0.3 eV. Over most of the flight the energy is therefore not sharply defined between collisions, and the golden rule with exact energy conservation is doubtful. The effect on \(P\) has not been calculated. Tunnelling across a gap of 1.12 eV, estimated for a triangular barrier and a mass of 0.2 electron masses, has an exponent of about 90. A two-band dispersion in the gap, with the same gap and mass, lowers this to about 53. Either way tunnelling is negligible at this field.

Avalanche multiplication is not negligible. One electron in five reaches the assumed threshold within 100 nm in the simulation. If it ionizes, the new electron and hole are accelerated in turn, which the calculation omits. Predicting breakdown therefore requires the full sequence of collisions, the ionization rate above threshold and the motion of holes. Equation (4) supplies one part of that problem, the chance of a single uninterrupted flight.

The numerical output below gives the values at the other fields and energies.

## Computed results

```
field: 0.40 MV/cm; region length: 100 nm
phonon energy: 0.063 eV; threshold: 1.80 eV
free path at zero temperature: 7.00 nm
lattice temperature: 300 K; phonon occupation: 0.0958
high-energy free path at this temperature: 5.874 nm
energy gained per free path: 0.2350 eV
collision-free distance to threshold: 45.00 nm
mass for time and broadening: 0.26 electron masses
collision-free time to threshold: 57.7 fs
simple exponent E_t/(eF lam): 7.660
simple probability: 4.712e-04
full optical-phonon exponent: 7.016
full optical-phonon probability: 8.975e-04
full/simple probability: 1.905
slope of full exponent / simple slope at threshold: 0.9852
constant free time: ln P ratio on doubling threshold: 1.4142
state-count ratio at four times the energy: 2.034
simulated electrons per field: 120000
Columns: field MV/cm, energy eV, simple P, full P, simulated first flight, any arrival
0.40  0.60  7.781e-02  1.307e-01  1.291e-01  9.999e-01
0.40  1.20  6.055e-03  1.101e-02  1.123e-02  7.276e-01
0.40  1.80  4.712e-04  8.975e-04  1.017e-03  1.998e-01
0.60  0.60  1.823e-01  2.575e-01  2.581e-01  1.000e+00
0.60  1.20  3.322e-02  4.950e-02  4.887e-02  9.989e-01
0.60  1.80  6.055e-03  9.304e-03  9.375e-03  8.962e-01
Columns: field MV/cm, simple P, full P at the threshold
0.20  2.220e-07  8.055e-07
0.30  3.666e-05  8.657e-05
0.40  4.712e-04  8.975e-04
0.60  6.055e-03  9.304e-03
any arrival in region / full first-flight probability: 222.6
thermal start / rest start, constant free path: 0.819
nonparabolicity: 0.50 per eV
nonparabolic / simple probability: 0.564
nonparabolic / simple slope at threshold: 2.172
valley masses: 0.92 and 0.19 electron masses
valley free paths, heavy and light axis: 3.26 and 7.18 nm
valley-averaged / simple probability: 2.685
free path at 400 K: 5.061 nm; full probability: 2.619e-04
full probability, 400 K / 300 K: 0.292
collision broadening hbar*rate at threshold: 0.172 eV
broadening / phonon energy: 2.73
gap: 1.12 eV; tunnelling mass: 0.20 electron masses
tunnelling exponent across the gap: 90.5
```
